# Why Water under Capillary Tension Stays Liquid in Nanoscale Gaps

**Question.** Water drying out of a trench a few nanometres wide can be under a tension of more than ten megapascals. Its vapour would be the more stable phase in a large enough space. Why does the water not tear open, how high is the free-energy barrier against a cavity, and how long would one have to wait?

**Answer.**

## The throat that makes the tension

Tension needs something to hold it. Here it is a meniscus in the narrowest part of the trench, a slit throat of width $t$. Let $\gamma$ be the surface tension, $\theta<90^\circ$ the contact angle measured through the liquid, and $c=\cos\theta$. Per unit length of slit, the pressure difference $P$ across the meniscus pulls with force $Pt$, and the two contact lines hold it with $2\gamma c$. Hence

$$P=\frac{2\gamma c}{t}. \tag{1}$$

This holds for a throat with parallel walls. If the walls widen just below the narrowest part, the meniscus can turn with them and hold somewhat more, but never more than $2\gamma/t$, because a circular arc spanning the throat has a radius of at least $t/2$. I use (1) unless stated otherwise.

The gas outside contains air as well as vapour, while a new cavity contains vapour. I neglect this difference for now and use $P$ for vapour pressure minus liquid pressure.

Consider a cavity of volume $V$ with liquid-vapour area $A$ that has dried a wall area $A_w$. At fixed temperature and chemical potential, a phase at pressure $p$ contributes $-p$ per unit volume to the free energy, so replacing liquid by vapour contributes $-PV$. Drying a wall changes its energy per area by $\gamma_{sv}-\gamma_{sl}=\gamma c$, by Young's equation. The excess free energy is therefore

$$\Delta G=\gamma A+\gamma cA_w-PV. \tag{2}$$

This is a continuum model with sharp interfaces and a uniform contact angle. The cavity forms inside the liquid, separate from the meniscus.

For a free sphere, $\Delta G=4\pi\gamma R^2-\tfrac43\pi PR^3$. Its derivative $8\pi\gamma R-4\pi PR^2$ vanishes at

$$R_*=\frac{2\gamma}{P}=\frac tc. \tag{3}$$

The critical sphere is thus at least as large in radius as the throat is wide. A narrower throat raises the tension, but the cavity that the tension can enlarge shrinks only in proportion to $t$. Surface energies then scale as $\gamma t^2$, which is large compared with $kT$ even for a few nanometres.

## A gap as wide as its throat

Suppose first that the liquid fills a parallel gap of width $w=t$. Measure $z$ from the midplane, let $\mathbf n$ point out of the cavity, and take the vector field $\mathbf F=(2cz/w)\hat{\mathbf z}$. Its divergence is $2c/w=P/\gamma$. On either wall $\mathbf F\cdot\mathbf n=c$, and on the free surface $\mathbf F\cdot\mathbf n\le c$. The divergence theorem gives

$$\frac{PV}{\gamma}=\int_A\mathbf F\cdot\mathbf n\,dA+cA_w\le cA+cA_w .$$

Inserting this in (2),

$$\Delta G\ge\gamma(1-c)A. \tag{4}$$

Every cavity costs free energy, whatever its shape. At $\theta=0$ the right side is zero, but the cost is still positive, because $\mathbf F\cdot\mathbf n<1$ on free surface away from the walls.

For $\theta>0$ the cost also grows without limit as the cavity grows. Let $S(z)$ be its cross-section, with largest value $S_m\ge V/w$. If every section exceeds $S_m/2$, each has a perimeter of at least $2\sqrt{\pi S_m/2}$, so $A\ge2w\sqrt{\pi S_m/2}$. Otherwise the free surface must cover the difference between the largest and smallest sections, so $A\ge S_m/2$. Both bounds rise without limit with $V$.

In a laterally unlimited gap of this kind there is no finite barrier to calculate: the filled gap is stable against a cavity, not merely metastable. A finite barrier appears when the throat guards a wider space, as in a trench with a narrow mouth and a bowed interior.

## A floor for any space behind the throat

Let the space behind the throat have any shape. The complete boundary of the cavity has area $A+A_w$, and a sphere has the least area for a given volume. Since $c\le1$,

$$A+cA_w\ge c(A+A_w)\ge cKV^{2/3},\qquad K=(36\pi)^{1/3}.$$

Thus $\Delta G\ge\gamma cKV^{2/3}-PV$. The right side is largest when

$$\tfrac23\gamma cKV^{-1/3}=P,\qquad V^{1/3}=\frac{2\gamma cK}{3P}.$$

At that volume $PV=\tfrac23\gamma cKV^{2/3}$, so one third of the surface term remains:

$$\tfrac13\gamma cKV^{2/3}=\frac{4\gamma^3c^3K^3}{27P^2}=\frac{16\pi\gamma^3c^3}{3P^2}.$$

A cavity with $\Delta G\le0$ must have a larger volume than this one. A continuous path from no cavity to such a state therefore passes through it, and the barrier $W$ obeys, using (1),

$$W\ge W_{\rm floor}=\frac{4\pi}{3}\gamma c\,t^2. \tag{5}$$

The size of the wider space does not appear. If the meniscus hangs on a widening lip at the greatest possible tension $2\gamma/t$, the factor $c$ in (5) becomes $c^3$. For $\theta=20^\circ$ this lowers the floor by 12%; for poorly wetted walls the loss is much larger. The floor also survives elastic walls at given $P$. Let $u$ be the wall displacement, $E_{\rm el}(u)$ the elastic energy and $\Omega(u)$ the enclosed volume. The loaded, filled state minimizes $E_{\rm el}+P\Omega$, if small changes of wall area are neglected. Moving the walls while a cavity forms can only add to (2).

## The barrier in a parallel gap

For a closer estimate take a parallel gap of width $w$ behind the throat and set $s=w/t$, with $1<s<2$. By (3) a critical sphere needs $w\ge2t/c$, and a critical cap on one wall has height $R_*(1+c)=t(1+c)/c\ge2t$. Neither fits. The critical cavity must touch both walls.

I first construct a path of growth. Let a cavity have the circular rim

$$r=a+\rho\cos\varphi,\quad z=\rho\sin\varphi,\quad |\varphi|\le\alpha=\tfrac\pi2-\theta,\quad \rho=\frac{w}{2c}.$$

Here $r$ is the distance from the axis, and $\varphi$ is the angle of the surface normal from the horizontal. The rim meets both walls at angle $\theta$. The shift $a\ge0$ turns a wall-cut sphere into a pancake. With $\sin\alpha=c$, $\cos\alpha=\sin\theta$ and $B=\alpha+c\sin\theta$, direct integration gives

$$A=2\pi\rho\int_{-\alpha}^{\alpha}(a+\rho\cos\varphi)\,d\varphi=4\pi\rho(\alpha a+\rho c),$$

$$A_w=2\pi(a+\rho\sin\theta)^2,$$

$$V=\pi\int_{-\alpha}^{\alpha}(a+\rho\cos\varphi)^2\rho\cos\varphi\,d\varphi
=\pi\rho\left[2ca^2+2\rho Ba+2\rho^2c\left(1-\tfrac{c^2}{3}\right)\right].$$

The last line uses $\int\cos^2\varphi\,d\varphi=B$ and $\int\cos^3\varphi\,d\varphi=2c-\tfrac23c^3$. Also $P/\gamma=2cs/w=s/\rho$. Now collect powers of $a$ in $\Delta G/\gamma$:

- $a^2$: $2\pi c-2\pi cs=-2\pi c(s-1)$.
- $a^1$: $4\pi\rho(\alpha+c\sin\theta)-2\pi s\rho B=2\pi\rho B(2-s)$.
- $a^0$: $4\pi\rho^2c+2\pi\rho^2c(1-c^2)-\tfrac{2\pi}{3}s\rho^2c(3-c^2)=2\pi\rho^2c(3-c^2)(1-s/3)$.

Therefore

$$\Delta G(a)=2\pi\gamma\left[\rho^2c(3-c^2)\left(1-\tfrac s3\right)+\rho B(2-s)a-c(s-1)a^2\right]. \tag{6}$$

The linear term is the cost of a longer rim. The quadratic term is the gain from opened area. Setting the derivative to zero gives $a_*=\rho B(2-s)/[2c(s-1)]$ and the height

$$W_{\rm path}=2\pi\gamma\rho^2\left[c(3-c^2)\left(1-\tfrac s3\right)+\frac{B^2(2-s)^2}{4c(s-1)}\right]. \tag{7}$$

The earlier part of the path must not be higher. A free sphere grown from nothing to radius $w/2$ climbs steadily, since $w/2<R_*$. From there, let a centred sphere of radius $R$, cut by the walls, grow to $R=\rho$. With $h=w/2=\rho c$, its measures are $A=4\pi Rh$, $A_w=2\pi(R^2-h^2)$ and $V=2\pi(R^2h-h^3/3)$, so

$$\frac1\gamma\frac{d\Delta G}{dR}=4\pi h+4\pi cR-\frac{4\pi shR}{\rho}=4\pi c[\rho-(s-1)R]\ge0 .$$

The climb continues to the start of (6). Equation (7) is therefore an upper bound on the lowest pass in this model.

Two limits show its content. At $s=2$, $a_*=0$ and $\rho=R_*$: the top is a wall-cut sphere satisfying both the pressure balance and Young's equation. As $s\to1$,

$$W_{\rm path}\simeq\frac{\pi\gamma\rho^2B^2}{2c(s-1)},$$

which diverges, in agreement with the result for $w=t$. The rim is then so long that its curvature around the axis is negligible, and its circular profile becomes the equilibrium one.

Between these limits the true critical surface differs slightly from the pancake. Making (2) stationary requires the sum of the principal curvatures to be $P/\gamma$. With arc length $\ell$ along the profile and $dr/d\ell=-\sin\varphi$,

$$\frac{d\varphi}{d\ell}+\frac{\cos\varphi}{r}=\frac P\gamma .$$

It follows that

$$\frac{d(r\cos\varphi)}{d\ell}=-r\sin\varphi\left(\frac{\cos\varphi}{r}+\frac{d\varphi}{d\ell}\right)=\frac P\gamma\,r\frac{dr}{d\ell},$$

so $r\cos\varphi-Pr^2/(2\gamma)$ is constant along the profile. The midplane radius is fixed by requiring $\varphi=\alpha$ at $z=w/2$. The area and volume integrals then give the barrier $W$ of this bridging cavity. Because it is stationary in shape, only the explicit $P$ in (2) contributes to $dW/dP=-V$ at fixed $w$; a numerical derivative confirmed this for the example below.

Is it a genuine pass? A sideways shift costs nothing and moves the surface normally by an amount proportional to $\cos\varphi$ times the cosine of the azimuth. For $\theta>0$ the factor $\cos\varphi$ has no zero on the profile, so this is the lowest mode of its angular family. Families with more azimuthal waves cost more and are stable. Among axisymmetric changes, a relaxation of the surface described by 121 radii found one falling direction for the example. The cavity is a pass with one way down on each side.

## From barrier to waiting time

Let the cavity change size in steps $n=0,1,2,\dots$, with energy $G_n$, $G_0=0$, upward rate $u_n$ and downward rate $d_n$. If $D_n$ is the mean time to go from size $n$ to $n+1$ for the first time, then

$$u_nD_n=1+d_nD_{n-1}.$$

Multiply by $e^{-G_n/kT}$ and use detailed balance, $d_ne^{-G_n/kT}=u_{n-1}e^{-G_{n-1}/kT}$. The quantity $y_n=u_nD_ne^{-G_n/kT}$ obeys $y_n=y_{n-1}+e^{-G_n/kT}$. Summing from zero, the mean time to pass all sizes up to some final one is

$$T=\sum_nD_n=\sum_n\sum_{m\le n}\frac{e^{(G_n-G_m)/kT}}{u_n}. \tag{8}$$

Every term is positive. Keeping only $m=0$ and $n$ at the top, and letting no upward rate exceed $\nu$, gives $T\ge e^{W/kT}/\nu$. For $N$ independent sites the waiting time is estimated as

$$\tau\approx\frac{e^{W/kT}}{N\nu}. \tag{9}$$

I choose $\nu=kT/h$, with $h$ here Planck's constant, and count every water molecule as a site. Both choices are meant to make cavitation look easy.

## Numbers for a drying trench

Take rough values for water between oxide-covered silicon walls: $\gamma=0.072$ N/m, $\theta=20^\circ$, 298 K, a throat of 8 nm and a gap of 12 nm, so $s=1.5$. The tension is

$$P=\frac{2(0.072)(0.940)}{8\times10^{-9}}\ \mathrm{Pa}=16.9\ \mathrm{MPa}.$$

The free critical sphere would have a radius of 8.5 nm, hence a diameter of 17 nm, and does not fit. The floor (5) is

$$W_{\rm floor}=\frac{4\pi}{3}(0.072)(0.940)(8\times10^{-9})^2\ \mathrm J\approx4410\,kT.$$

For the path, $\rho=6.39$ nm and $B=1.543$. The two terms in the bracket of (7) are 0.995 and 0.317, giving $5876\,kT$. The bridging cavity itself gives $W=5872\,kT$, or 151 eV. The independent surface relaxation gives the same value to the printed digits. The lowest pass lies between the floor and the path value. In tests at four contact angles from $10^\circ$ to $70^\circ$ and five ratios $s$ from 1.05 to 1.95, (7) exceeded the bridging barrier by at most 0.13% of the latter.

The critical cavity is 23 nm across at the midplane, less than the chosen trench depth of 40 nm. A trench must have room for it; the ends of the gap are neglected.

Now let liquid 40 nm deep cover a whole 300 mm wafer. At 0.030 nm³ per molecule, $N=9.4\times10^{19}$, while $\nu=6.2\times10^{12}$ s⁻¹. From (9),

$$\log_{10}(\tau/\mathrm s)=\frac{5872}{2.303}-32.8\approx2517 .$$

Even the floor gives 1881. These exponents are not measurable lifetimes: a 1% change in the barrier moves the first by about 25. Their meaning is that, within this model, cavitation in this trench with clean, uniformly wetted walls is not to be expected during drying. An error of ten powers of ten in the prefactor would not alter that conclusion.

For one event per minute on the wafer, (9) requires a barrier of only $80\,kT$. The floor falls that low at a throat of 1.1 nm and a tension of 126 MPa. At this temperature and contact angle, the model excludes cavitation within a minute above that width; below it the floor no longer decides, and continuum interfaces are doubtful anyway. This is a statement about the model, not a design rule. Tensions above 100 MPa have been reported for water in small quartz inclusions, but in acoustic experiments and behind nanoporous throats water commonly cavitates near 20 to 30 MPa, where the floor is still $1400$ to $3200\,kT$. Those events must start from something the model leaves out, such as impurities, poorly wetted spots or trapped gas, and the 16.9 MPa of this example is not far below that range.

## What a real trench changes

Real trenches taper, their walls bend, and their surfaces may be dirty. For bending, treat each wall as a cantilever of height $H=40$ nm, thickness $b=12$ nm and Young's modulus $E=160$ GPa, pulled from one side over its full height. One-sided loading is pessimistic, since liquid on both sides would balance the load. I leave out the direct sideways pull $\gamma\sin\theta$ of the contact line at the tip, which would add about a tenth to the deflection found below. With rigidity $D_b=Eb^3/12$ per unit length, the tip moves by

$$d=\int_0^H\frac{P(H-x)^2}{2D_b}(H-x)\,dx=\frac{PH^4}{8D_b}.$$

If the throat is at the tips, two moving walls narrow it to $t-2d$ and raise $P$. Equilibrium requires $d(t-2d)=C$, with $C=2\gamma cH^4/(8D_b)$. The left side cannot exceed $t^2/8$, reached at $d=t/4$. For larger $C$ the walls collapse onto each other. Here $t^2/(8C)=4.3$ and $d=0.25$ nm. With all else fixed, a wall taller by the factor $4.3^{1/4}\approx1.4$ would reach the limit. These figures are for a slender beam clamped rigidly at its root, and a wall with $H/b\approx3$ standing on silicon is softer. In plane-strain elasticity with an elastic substrate it bends about 1.5 times as much. With the tip pull included, $d\approx0.44$ nm, the margin is about 2.7, and the limit lies between 50 and 55 nm. That would lower the bent-throat floor quoted below to about $3500\,kT$ and the combined estimate to about $3000\,kT$. Cavitation does not come to its rescue: at that limit the throat is still $t/2=4$ nm wide, and the floor is about $1100\,kT$. For the 40 nm wall, the bent throat has a floor of about $3870\,kT$.

Corrections for curvature and line tension are smaller. A Tolman length $\delta$ measures the curvature dependence of $\gamma$; with unfavourable sign it multiplies $\gamma$ by $1-2\delta/R_*$. At given $P$ the floor varies as $\gamma^3$, so a rough $\delta=0.1$ nm and $R_*=8.0$ nm for the bent throat multiply it by $(1-2\delta/R_*)^3\approx0.93$. A line tension of 10 pN with unfavourable sign removes about $230\,kT$. Bending and both corrections together leave about $3360\,kT$, an estimate rather than a bound. Air pressure is 0.6% of the tension, vapour and dispersion pressures are a few kilopascals or less at 298 K, and the double-layer pressure between charged oxide walls, up to about 140 kPa at 8 nm, stays below 1% of the tension. Heating matters more: at 353 K, with $\gamma\approx0.063$ N/m, the rigid-throat floor falls to about $3260\,kT$, which is still far above $80\,kT$.

Uniform wetting is the assumption most open to failure. On a flat patch with contact angle $\theta_p$ and $x=\cos\theta_p$, a critical cap has

$$A+xA_w=\pi R_*^2(1+x)^2(2-x),\qquad V=\tfrac\pi3R_*^3(1+x)^2(2-x).$$

Both are the free-sphere values times $f=(1+x)^2(2-x)/4$, so the barrier is $5310f\,kT$. Lowering it to $80\,kT$ requires $\theta_p\approx149^\circ$, well above the roughly $120^\circ$ of smooth fluorinated surfaces, so a flat patch of this kind is not enough. The patch must also be wide. The critical cap covers a radius of 4.4 nm, but on a patch of radius $a<R_*$ the contact line pins at the edge. The pinned cap then faces a second climb, $4\pi\gamma(R_*^2-a^2)^{3/2}/(3R_*)$, from the shallow to the deep cap of radius $R_*$. For $a=4.4$ nm it must climb about $2800\,kT$ before it reaches the far wall, and for $a=7.5$ nm about $560\,kT$. The climb falls to $80\,kT$ only near $a\approx8$ nm, close to $R_*$.

A dirty edge or corner can be. Let both faces of a right-angled bottom edge have a contact angle of $120^\circ$. The critical cavity is then only the small part of the sphere that lies beyond two planes, each $R_*/2$ from its centre. When a cavity is scaled in size, its surface terms grow as the square and its volume term as the cube, so at the critical size the barrier is $PV/2$. For this small volume it is only about $80\,kT$, and where three such faces meet it is a few $kT$. These values depend steeply on the angle: at $110^\circ$ they are about $300\,kT$ and $60\,kT$. They also assume that the residue extends far enough for the contact lines not to pin before the cavity can grow freely. The conclusion above therefore does not cover trenches with water-repellent residue in their bottom edges or corners. A gas pocket already trapped in a crevice is different: it need not be nucleated, and this calculation does not cover its growth.

The trench can still dry without a cavity. Equality of chemical potential between the stretched liquid and its vapour gives a relative humidity $\exp(-Pv/kT)$ at the throat, where $v$ is the volume per molecule; here it is 88%. Below that humidity a parallel throat cannot hold the meniscus; a widening lip can hold it to a slightly lower humidity. Once inside the wider gap, the meniscus supports even less tension, and it recedes. The water then leaves by motion of an existing surface, which avoids the cost of making a new one. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 298.15 K
surface tension: 0.072 N/m
contact angle: 20 deg
throat width: 8 nm
gap width: 12 nm
gap/throat ratio s: 1.5
trench depth: 40 nm
capillary tension: 16.91 MPa
free critical-sphere radius: 8.513 nm
free-sphere barrier, unconfined: 5310 kT
rigorous barrier floor: 4406 kT
bridging saddle barrier: 5872 kT
same saddle barrier: 150.9 eV
pancake-path upper bound: 5876 kT
largest path excess in tests: 0.1278 %
saddle midplane radius: 11.57 nm
saddle wall-contact radius: 7.577 nm
relaxed-surface barrier: 5872 kT
falling axisymmetric modes: 1
chain time x rate / exp(20): 10.32
chain log-time slope with barrier: 0.9523
wafer diameter: 300 mm
volume per molecule: 0.03 nm^3
number of sites: 9.425e+19
attempt rate kT/h: 6.212e+12 1/s
log10(wait/s), floor: 1881
log10(wait/s), saddle: 2517
drying time compared: 60 s
barrier needed for that time: 79.54 kT
throat where floor allows it: 1.075 nm
tension where floor allows it: 125.9 MPa
weak-patch angle needed: 148.8 deg
weak-patch radius needed: 4.413 nm
Kelvin humidity at throat: 88.4 %
wall thickness: 12 nm
wall Young modulus, rough: 160 GPa
worst-case wall deflection: 0.2506 nm
elastic collapse margin: 4.257
floor with bent throat: 3871 kT
Tolman length, rough: 0.1 nm
curvature barrier factor: 0.9267
line tension, rough: 10 pN
line-tension energy: 231.3 kT
Hamaker constant, rough: 1e-20 J
dispersion pressure: 1.036 kPa
vapour pressure, rough: 3 kPa
air pressure, rough: 100 kPa
air pressure/tension: 0.5912 %
combined pessimistic barrier: 3356 kT
log10(wait/s), pessimistic: 1425
hot-water temperature: 353.15 K
hot surface tension, rough: 0.063 N/m
hot-water barrier floor: 3255 kT
```
